# Exchange parameters from in-sphere rotations in a generalized eigenproblem

## One electron on two sites

Place one electron on two equivalent sites with one orbital each. The orbitals overlap by $q$, with $0\le q<1$, and their spin-independent Hamiltonian element is $-t$. Each site carries an exchange splitting $\Delta>0$ that favours spin along a unit vector $\mathbf e_a$. The coefficients obey $Hc=\varepsilon Sc$ with

$$
H=-t\,\tau_x-\tfrac{\Delta}{2}\sum_{a=1,2}P_a\,\mathbf e_a\!\cdot\!\boldsymbol\sigma,\qquad S=1+q\,\tau_x. \tag{1}
$$

Here $\tau_x$ exchanges the sites, $P_a$ selects site $a$, and $\boldsymbol\sigma$ acts on spin. For parallel vectors along $z$, the spin-up bonding state has energy $-(t+\Delta/2)/(1+q)$. Let it be occupied.

Now tilt the vectors by $\pm\theta/2$ in the $xz$ plane, so that the angle between them is $\theta$. The $z$ components shrink by $\theta^2/8$. With the normalization $c^\dagger Sc=1$, this raises the energy by $\Delta\theta^2/[16(1+q)]$. The transverse field has opposite signs on the two sites, so it couples the occupied state only to the spin-down antibonding state, of energy $(t+\Delta/2)/(1-q)$. The squared coupling is $\Delta^2\theta^2/[16(1-q^2)]$ and the energy gap is $(2t+\Delta)/(1-q^2)$. The overlap factors cancel in their ratio, and

$$
\delta E=\frac{\Delta\theta^2}{16}\left[\frac1{1+q}-\frac{\Delta}{2t+\Delta}\right].
$$

Throughout, $J_{ab}$ is defined by

$$
E=-\sum_{a\ne b}J_{ab}\,\mathbf e_a\!\cdot\!\mathbf e_b , \tag{2}
$$

in which each pair appears twice. For two sites $\delta E=J_{12}\theta^2$, hence

$$
J_{12}=\frac{\Delta\,(2t-q\Delta)}{16(1+q)(2t+\Delta)}. \tag{3}
$$

The overlap matters although it carries no spin and is not rotated. The coupling is positive for $2t>q\Delta$, which is also the condition for the bonding state to lie below the spin-up antibonding state. For $q=0$, $J_{12}=t\Delta/[8(2t+\Delta)]$.

This calculation prescribes the directions of the exchange fields. The moments need not follow them exactly, a distinction that will change the answer below.

## What is rotated in a PAW calculation

Consider a collinear magnet without spin-orbit coupling, with real orbitals. Let $b(\mathbf r)=v_\uparrow-v_\downarrow$, so the all-electron Hamiltonian contains $\tfrac12 b\,\sigma_z$. The PAW map from smooth to all-electron states is

$$
T=1+\sum_{a,i}\big(|\phi_i^a\rangle-|\tilde\phi_i^a\rangle\big)\langle p_i^a|,\qquad
\langle p_i^a|\tilde\phi_j^a\rangle=\delta_{ij}.
$$

The same $T$ is used for both spins. The eigenproblem becomes $H^\sigma c=\varepsilon Sc$, with $S=T^\dagger T$ independent of spin and $H^\sigma$ the all-electron Hamiltonian enclosed between $T^\dagger$ and $T$.

If the partial waves are complete in sphere $a$, a state there equals $\sum_i|\phi_i^a\rangle\langle p_i^a|\tilde\psi\rangle$. The in-sphere exchange operator is then

$$
\Delta_a=\sum_{ij}|p_i^a\rangle D_{ij}^a\langle p_j^a|,\qquad
D_{ij}^a=\int_{\Omega_a}\phi_i^{a*}\,b\,\phi_j^a\,d\mathbf r . \tag{4}
$$

For a finite set, (4) is taken as the definition of the local exchange. Whatever spin splitting it misses, from the interstitial region or from incompleteness, is kept in a remainder $\Delta_r$:

$$
H^\sigma=\bar H+\frac{\sigma}{2}\Big(\sum_a\Delta_a+\Delta_r\Big),\qquad \sigma=\pm1 . \tag{5}
$$

A local rotation replaces $\Delta_a\sigma_z$ by $\Delta_a\,\mathbf e_a\!\cdot\!\boldsymbol\sigma$, leaving $S$, $\bar H$ and $\Delta_r$ unchanged. The parameters therefore depend on the chosen spheres. Every $\mathbf e_a$ equals $\hat z$ in the reference, and the sign of the splitting stays in $\Delta_a$. For a pair of antiparallel moments, $J_{ab}$ below therefore has the opposite sign to the coupling between the moment directions themselves.

## What the force theorem supplies

Let $\rho=(n,\mathbf m)$ denote charge and spin density, and let $F[\rho]$ be the Hartree plus exchange-correlation energy. A potential built from an input density $\rho_{\rm in}$ yields an output density $\rho_{\rm out}$. The band energy contains $F'[\rho_{\rm in}]\rho_{\rm out}$, so the energy estimated from the input is the band energy plus $F[\rho_{\rm in}]-F'[\rho_{\rm in}]\rho_{\rm in}$. Subtracting it from the full functional at $\rho_{\rm out}$ leaves

$$
F[\rho_{\rm out}]-F[\rho_{\rm in}]-F'[\rho_{\rm in}](\rho_{\rm out}-\rho_{\rm in})
=O\big((\rho_{\rm out}-\rho_{\rm in})^2\big). \tag{6}
$$

In a local spin-density functional, $F$ depends on $\mathbf m$ through $|\mathbf m(\mathbf r)|$, and $F'\rho$ contains $\mathbf b\cdot\mathbf m/2$. Turning $\mathbf b$ and the input $\mathbf m$ together inside a sphere changes neither. The energy change of the estimate is thus the band-energy change.

The density mismatch is generally of first order in the angle $\theta$, so the error (6) is of order $\theta^2$, the same order as the exchange energy. The theorem alone does not identify the frozen-field $J_{ab}$ with the energy of prescribed moments.

## The grand potential with an overlap matrix

At zero temperature $\Omega=\sum_{\varepsilon_n<\mu}(\varepsilon_n-\mu)=-\int^\mu N(E)\,dE$, where $N(E)$ counts the states below $E$. Apart from the constant factor $\det S$, the determinant of $ES-H$ is $\prod_n(E-\varepsilon_n)$. With $E\to E+i0$, each factor has phase $\pi$ when $E<\varepsilon_n$ and zero when $E>\varepsilon_n$. So $\operatorname{Im}\ln\det(ES-H)/\pi$ is the total number of states minus $N(E)$, and changes in $\Omega$ follow from

$$
\delta\Omega=\frac1\pi\operatorname{Im}\int^\mu dE\;\delta\ln\det(ES-H). \tag{7}
$$

Define $G(z)=(zS-H)^{-1}$. Under $H\to H+\delta V$ at fixed $S$, $zS-H-\delta V=(zS-H)(1-G\delta V)$. Using $\ln\det=\operatorname{Tr}\ln$ and expanding the logarithm,

$$
\delta\Omega=-\frac1\pi\operatorname{Im}\int^\mu dE\,
\operatorname{Tr}\big[G\delta V+\tfrac12G\delta VG\delta V+\cdots\big]. \tag{8}
$$

The overlap enters through $G$ alone. At fixed electron number the energy has the same second-order change: the angular change of $N$ starts at order $\theta^2$, and its effect on the Legendre transform from $\mu$ to $N$ starts at order $\theta^4$ when the response to $\mu$ is regular. With a gap at $\mu$, $N$ does not change at all for small angles.

## The pair coupling

For small transverse angles $\boldsymbol\theta_a=(\theta_a^x,\theta_a^y)$, $\mathbf e_a=(\theta_a^x,\theta_a^y,1-\theta_a^2/2)$ and

$$
\delta V_a=\tfrac12\Delta_a\big(\boldsymbol\theta_a\!\cdot\!\boldsymbol\sigma_\perp-\tfrac12\theta_a^2\sigma_z\big). \tag{9}
$$

For $a\ne b$, the second-order term of (8) contains the orders $ab$ and $ba$. They are equal by cyclicity of the trace and remove the factor $1/2$. With both tilts along $x$, $\sigma_x$ flips the spin at each vertex:

$$
\delta\Omega_{ab}=-\frac{\theta_a\theta_b}{4\pi}\operatorname{Im}\int^\mu dE\,
\operatorname{Tr}\big[\Delta_aG^\uparrow\Delta_bG^\downarrow+\Delta_aG^\downarrow\Delta_bG^\uparrow\big]. \tag{10}
$$

For real orbitals all four matrices are symmetric. Transposing the first product and moving $\Delta_a$ to the front turns it into the second, so the two traces are equal. For one tilt along $x$ and the other along $y$, the spin elements are $\pm i$ with opposite signs for the two products, and they cancel. Hence

$$
\delta\Omega_{ab}=-\frac{\theta_a\theta_b}{2\pi}\operatorname{Im}\int^\mu dE\,
\operatorname{Tr}[\Delta_aG^\uparrow\Delta_bG^\downarrow].
$$

Equation (2) gives $-2J_{ab}\theta_a\theta_b$ for the same pair. Comparing the two, inserting (4), and writing $(\mathcal G^\sigma_{ab})_{ij}=\langle p_i^a|G^\sigma|p_j^b\rangle$,

$$
\boxed{J_{ab}=\frac1{4\pi}\operatorname{Im}\int^\mu dE\,
\operatorname{Tr}\big[D^a\mathcal G^\uparrow_{ab}D^b\mathcal G^\downarrow_{ba}\big].} \tag{11}
$$

The trace runs over partial waves. With spin-orbit coupling the symmetry argument fails, and a single scalar per pair no longer suffices in general.

In a finite basis the integrand falls at least as fast as $1/z^2$ and is analytic in the upper half-plane, so the path can be turned onto $z=\mu+iy$:

$$
J_{ab}=-\frac1{4\pi}\int_0^\infty dy\,\operatorname{Re}
\operatorname{Tr}\big[D^a\mathcal G^\uparrow_{ab}D^b\mathcal G^\downarrow_{ba}\big]_{z=\mu+iy}. \tag{12}
$$

Alternatively, insert $G^\sigma=\sum_n|n\sigma\rangle\langle n\sigma|/(z-\varepsilon_{n\sigma})$, with states normalized by $S$. The energy integral of $-\operatorname{Im}[(E-\varepsilon)^{-1}(E-\varepsilon')^{-1}]/\pi$ up to $\mu$ is $(f-f')/(\varepsilon-\varepsilon')$, where $f$ is the occupation. Thus

$$
J_{ab}=-\frac14\sum_{nm}\frac{f_{n\uparrow}-f_{m\downarrow}}{\varepsilon_{n\uparrow}-\varepsilon_{m\downarrow}}
\langle m\!\downarrow\!|\Delta_a|n\!\uparrow\rangle\langle n\!\uparrow\!|\Delta_b|m\!\downarrow\rangle. \tag{13}
$$

For the two-site problem the spin-down bonding state contributes $\Delta/[16(1+q)]$ and the antibonding state $-\Delta^2/[16(2t+\Delta)]$. Their sum is (3).

There is a reason why few partial waves can suffice for $a\ne b$. The all-electron Green function with one point in sphere $a$ and the other in sphere $b$ obeys the homogeneous wave equation in the first point. Inside sphere $a$ it is a combination of regular solutions at energy $z$. The partial waves have to follow how these solutions vary with energy and spin, but need not represent the singularity at coincident points.

## The on-site term and the sum rule

Let $K_{ab}$ be the second derivative of $\Omega$ with respect to angles in one plane. For a single site, the $\sigma_z$ part of (9) enters (8) in first order and contributes $\tfrac12W_a\theta_a^2$, where

$$
W_a=\frac1{2\pi}\operatorname{Im}\int^\mu dE\,\operatorname{Tr}[\Delta_a(G^\uparrow-G^\downarrow)]
=-\tfrac12\operatorname{Tr}[\Delta_a(\rho^\uparrow-\rho^\downarrow)], \tag{14}
$$

because the density matrix is $\rho^\sigma=-\operatorname{Im}\int^\mu G^\sigma dE/\pi$. The transverse part contributes $-J_{aa}\theta_a^2$ in second order, with $J_{aa}$ defined by (11) at $b=a$. Therefore

$$
K=W-A,\qquad A_{ab}=2J_{ab}\ \text{for all }a,b, \tag{15}
$$

with $W$ diagonal. Since $S$ is the same for both spins, $(G^\downarrow)^{-1}-(G^\uparrow)^{-1}=H^\uparrow-H^\downarrow$. Multiplying by $G^\uparrow$ on the left and $G^\downarrow$ on the right,

$$
G^\uparrow-G^\downarrow=G^\uparrow\Big(\sum_b\Delta_b+\Delta_r\Big)G^\downarrow. \tag{16}
$$

Inserting this in (14) gives

$$
W_a=2\sum_bJ_{ab}+2J_{ar},\qquad \sum_bK_{ab}=2J_{ar}, \tag{17}
$$

where $J_{ar}$ is (11) in operator form with $\Delta_b$ replaced by $\Delta_r$. If $\Delta_r=0$, turning all spheres together costs nothing. Otherwise they turn against a fixed remainder, which acts as an artificial anisotropy. Turning the remainder too restores spin-rotation invariance.

## From prescribed fields to prescribed moments

Now keep the shape of the exchange operator in each sphere and let its amplitude and direction vary, replacing $\Delta_a\sigma_z$ by $\Delta_a\boldsymbol\beta_a\!\cdot\!\boldsymbol\sigma$. The reference is $\boldsymbol\beta_a=\hat z$. Define the exchange-weighted moment $\mathbf M_a=\operatorname{Tr}[\rho\,\boldsymbol\sigma\Delta_a]$. The first-order change of $\Omega$ gives $\partial\Omega/\partial\boldsymbol\beta_a=\tfrac12\mathbf M_a$, so the energy without the in-sphere exchange term is the Legendre transform

$$
\mathcal E(\{\mathbf M_a\})=\Omega-\tfrac12\sum_a\boldsymbol\beta_a\!\cdot\!\mathbf M_a, \tag{18}
$$

which is stationary in $\boldsymbol\beta_a$ at given $\mathbf M_a$. Let $m_a$ be the in-sphere moment in $\mu_B$ (with $g=2$), $\bar\Delta_a=|\mathbf M_a|/m_a$ the moment-weighted splitting, and $I_a=\bar\Delta_a/m_a$ the exchange strength. An exchange energy $-\tfrac14\sum_a|\mathbf M_a|^2/|\mathbf M_a^0|$, with superscript 0 for the reference, makes $\boldsymbol\beta_a=\hat z$ self-consistent. At the reference each term equals $-\tfrac14I_am_a^2$. It is constant when moments turn at fixed length, so (18) supplies the whole angular dependence.

In the reference $M_a^z=-2W_a$, hence $W_a=\tfrac12I_am_a^2$. Turn the moments by small angles $\varphi_a$. Their components become $M_a^x=-2W_a\varphi_a$ and $M_a^z=-2W_a(1-\varphi_a^2/2)$. By (10), a transverse field vector $\beta$, with one component per site, changes $\Omega$ by $-\tfrac12\beta^TA\beta$. Thus, to second order,

$$
\delta\mathcal E=-\tfrac12\beta^TA\beta+\beta^TW\varphi-\tfrac12\varphi^TW\varphi. \tag{19}
$$

A longitudinal change of $\boldsymbol\beta_a$ is of order $\varphi^2$. Its linear contributions cancel in (18), so it affects only fourth order if the longitudinal response is regular. Stationarity gives $A\beta=W\varphi$, and

$$
\delta\mathcal E=\tfrac12\varphi^TC\varphi,\qquad
C=WA^{-1}W-W=K+KA^{-1}K. \tag{20}
$$

The last form follows by inserting $W=K+A$. The coupling for prescribed directions of the exchange-weighted moments $\mathbf M_a$ is $J^{\rm c}_{ab}=-C_{ab}/2$ for $a\ne b$. Prescribing the directions of the ordinary in-sphere moments is a different constraint and can give different values. The correction is quadratic in the frozen-field stiffness $K$. It is small when $K$ is small compared with $A$, and nonnegative for every angle pattern if $A$ is positive definite. The derivation requires an invertible $A$ and a fixed exchange shape in each sphere; a full spin-density functional can also change that shape.

The two-site case at $q=0$ makes the difference visible. There $m_a=1/2$ and $W_a=\Delta/4$. For opposite tilts the eigenvalue of $A$ is $\Delta^2/[4(2t+\Delta)]$, so that of $C$ is

$$
\frac{\Delta}{4}\left[\frac{2t+\Delta}{\Delta}-1\right]=\frac t2,
\qquad J^{\rm c}_{12}=\frac t8 .
$$

The electron is fully polarized here, so a uniform longitudinal field produces no response and the regularity assumed above fails. A direct argument nevertheless gives the same value. Two fully polarized site spinors at relative angle $\theta$ overlap by $\cos(\theta/2)$, giving $E=-t\cos(\theta/2)\simeq-t+t\theta^2/8$. The frozen-field result is smaller by the factor $\Delta/(2t+\Delta)$ and approaches $t/8$ for $\Delta\gg t$.

## A three-site PAW model

In a one-dimensional model, three equal Gaussian wells lie 3.00 bohr apart in a box; the spheres are then intervals around the well centres. Each has depth 1.0 hartree and width 0.6 bohr, and carries an exchange splitting of depth 0.6 hartree and width 0.7 bohr. The widths are standard deviations, and the box holds 101 grid points. Each sphere holds 17 grid points at a spacing of 0.15 bohr, which corresponds to a radius of 1.275 bohr. Two spin-up electrons are present, and $\mu=-0.569$ hartree lies in a gap. These are model parameters, with the spin-independent potential held fixed.

In the wave equation, the exchange term $\tfrac12\sigma b$ can be moved to the energy side. An electron of energy $E$ then moves in the spin-averaged potential with the local energy $E-\tfrac12\sigma b(x)$. Since $b<0$ here, this lies above $E$ for spin up and below it for spin down. Partial waves are therefore built on both sides of $\mu$. The offset is chosen as half the splitting of the lowest levels, 0.20 hartree, which gives energies of $-0.369$ and $-0.769$ hartree, two per energy. Equation (12) then gives

$$
J_{12}=J_{23}=0.00451\ \text{hartree}\ (122.6\ \text{meV}),\qquad
J_{13}=-0.00066\ \text{hartree}\ (-17.9\ \text{meV}).
$$

An all-electron sum over states on the same grid gives 0.00451 and $-0.00066$ hartree; refining the grid to 0.03 bohr at the same radius moves its $J_{12}$ from 122.8 to 122.9 meV. The largest difference is 0.15 percent of the largest $J$. With only two waves it is 7.8 percent at the upper energy, 3.9 percent at the lower one and 1.5 percent at $\mu$. Most of the gain comes from having a second energy: four waves placed within 0.6 hartree on one side of $\mu$ give 0.2 to 0.6 percent. The four-wave Hessian also passes a test against energies from noncollinear diagonalization, as the numerical output shows.

For an outer site, (17) reads, in hartree,

$$
W_1=2(0.070581+0.004507-0.000656+0.001343)=0.15155 .
$$

With the moment $m_1=0.6704\,\mu_B$, the definition $W_1=\tfrac12I_1m_1^2$ corresponds to a strength $I_1=0.6744$ hartree per $\mu_B$. The middle site has a smaller moment, $0.488\,\mu_B$, but a similar splitting, so its strength is larger, 0.895 hartree per $\mu_B$. The exchange wells are prescribed here, not computed from the moments.

The remainder supplies $2J_{1r}=0.0027$ hartree, under 2 percent of $W_1$ but about a quarter of $K_{11}=0.0104$ hartree. The all-electron values are 0.0026 and 0.0103 hartree, so part of this remainder is incompleteness of the partial waves. A small missing part of the splitting can thus matter for the stiffness, which is a difference of larger terms. Turning the three spheres alone by a common small angle $\theta$ costs $\tfrac12(0.0080)\theta^2$ hartree. Turning the entire exchange field leaves the energy unchanged to rounding.

For opposite tilts of the outer sites, with the middle site fixed, symmetry reduces (20) to scalars. With $W_1=0.151548$ hartree from the density matrix,

$$
\begin{aligned}
A_-&=2(J_{11}-J_{13})=2(0.070581+0.000656)=0.142474,\\
K_-&=0.151548-0.142474=0.00907,\\
C_-&=0.00907+\frac{0.00907^2}{0.14247}=0.00965\ \text{hartree}.
\end{aligned}
$$

The constraint raises this stiffness by about 6 percent. For the pattern $(1,-1,0.5)$ the curvature rises from 0.0620 to 0.0823 hartree, by 33 percent. Explicit constraining fields reproduce the latter value. The pair couplings become 167.1 meV for neighbours and $-35.9$ meV for the outer pair. The all-electron values on the same grid agree to these digits and move to 167.5 and $-36.1$ meV on a grid of 0.03 bohr. The neighbour coupling grows by 36 percent and the outer one doubles in size, with no change in the reference electronic structure. A value of $J_{ab}$ therefore has a definite meaning only together with its spheres, its treatment of the remainder, and a statement of what is prescribed, here either the exchange fields or the exchange-weighted moments.

## Values computed for the example and the checks

```
grid step 0.15 bohr, points 101, well spacing 3.00 bohr
sphere radius 1.20 bohr
well depth 1.0 hartree, width 0.6 bohr
exchange depth 0.6 hartree, width 0.7 bohr
lowest spin-up levels: -0.71973 -0.62956 -0.50837 0.13391 hartree
lowest spin-down levels: -0.32009 -0.22707 -0.08247 0.24875 hartree
chemical potential: -0.56897 hartree
electrons up, down: 2 0
partial-wave energies: -0.36915 -0.76879 hartree
overlap eigenvalues min, max: 0.8194 1.7148
in-sphere moments, atoms 1 2 3: 0.6704 0.4881 0.6704 mu_B (g=2)
same, all-electron: 0.6726 0.4897 0.6726 mu_B (g=2)
moment-weighted splitting: 0.45211 0.43661 0.45211 hartree
in-sphere exchange strength I: 0.67438 0.89459 0.67438 hartree per mu_B
W_a = I m^2/2: 0.151548 0.106547 0.151548 hartree
J12 J23 J13, PAW 4 waves: 0.004507 0.004507 -0.000656 hartree
J12 J23 J13, PAW 4 waves: 122.63 122.63 -17.86 meV
J12 J23 J13, PAW 2 waves: 0.004159 0.004159 -0.000637 hartree
J12 J23 J13, all-electron: 0.004513 0.004513 -0.000657 hartree
largest error / largest J, 2 waves: 7.841 percent
largest error / largest J, 4 waves: 0.148 percent
on-site terms J11 J22 J33: 0.070581 0.042949 0.070581 hartree
coupling to remainder J_ar: 0.001343 0.001311 0.001343 hartree
J12 J23 J13 from spinor energies: 0.004507 0.004507 -0.000656 hartree
largest Hessian error / largest element: 2.1e-08
K11 K22 K33, formula: 0.010386 0.020648 0.010386 hartree
K11 K22 K33, spinor energies: 0.010386 0.020648 0.010386 hartree
K summed, spheres turned alone: 0.007992 hartree
energy change, all turned 0.7 rad: 4.3e-15 hartree
constrained J12 J23 J13: 0.006141 0.006141 -0.001320 hartree
constrained J12 J23 J13: 167.09 167.09 -35.91 meV
C11 C22 C33: 0.012290 0.027424 0.012290 hartree
curvatures along angle patterns (1,0,0) and (1,-1,0.5):
  frozen field, formula: 0.010386 0.061983 hartree
  constrained, formula: 0.012290 0.082268 hartree
  constrained, explicit fields: 0.012290 0.082268 hartree
eigenvalues of K: 0.002664 0.009073 0.029683 hartree
eigenvalues of A: 0.083039 0.142475 0.142710 hartree
hartree in meV: 27211.386
```
